# Channelling kink and tetragonal strain in a cubic film: test program

```python
"""Ion-channelling kink of the [101] row in a tetragonally strained (001) film.

Result under test: kink = theta - 45 deg obeys
    tan(kink) = (p - n) / (2 + p + n),   kink ~ (p - n) / 2  (radians),
p = in-plane strain, n = normal strain, theta = angle of the row from [001].
Also tested: the factor sin*cos for other rows, the free-surface relation
n = -2 (C12/C11) p, the propagation of angular errors into strain, and the
centring of channelling dips, by ion trajectories in a string potential.
Lengths in nm, energies in eV, stiffness in GPa, angles in rad unless named.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import curve_fit

deg = np.pi / 180
rng = np.random.default_rng(7)

# ---------- inputs: rough typical values for Ge on a Ge-rich SiGe buffer
p_film = -0.010
C11, C12, C44 = 129.0, 48.0, 67.0
a_lat = 0.566
thickness = 50.0
E_ion = 2.0e6
Z_ion, Z_atom = 2, 32
u_vib = 0.0085            # one-dimensional rms thermal displacement
centre_error = 0.02 * deg
miscut = 0.5 * deg
heating, expansion_gap = 50.0, 1.0e-6


def row_angle(F, row):
    """Angle between a deformed row and the deformed [001] row."""
    v, w = F @ np.asarray(row, float), F @ np.array([0.0, 0.0, 1.0])
    return np.arctan2(np.linalg.norm(np.cross(v, w)), v @ w)


def exact_kink(p, n):
    return np.arctan((p - n) / (2 + p + n))


# ---------- geometry: deformed lattice vectors against the laws
for p, n in rng.uniform(-0.1, 0.1, (50, 2)):
    F = np.diag([1 + p, 1 + p, 1 + n])
    measured = row_angle(F, [1, 0, 1]) - np.pi / 4
    assert abs(measured - exact_kink(p, n)) < 1e-12
    assert abs(measured - (p - n) / 2) < 0.6 * max(abs(p), abs(n)) ** 2

t, ps, ns = sp.symbols("t p n", real=True)
theta_sym = sp.atan((1 + t * ps) / (1 + t * ns))
first = sp.diff(theta_sym, t).subs(t, 0)
second = sp.diff(theta_sym, t, 2).subs(t, 0) / 2
assert sp.simplify(first - (ps - ns) / 2) == 0
assert sp.simplify(second + (ps**2 - ns**2) / 4) == 0

# other rows: small strain, polar angles from 5 to 85 degrees
p, n = 1e-4, -0.7e-4
F = np.diag([1 + p, 1 + p, 1 + n])
polar = np.arange(5, 86) * deg
turn = np.array([row_angle(F, [np.sin(q), 0, np.cos(q)]) - q for q in polar])
assert np.max(abs(turn - (p - n) * np.sin(polar) * np.cos(polar))) < 3e-8
best_polar = polar[np.argmax(turn)] / deg
assert abs(best_polar - 45) < 0.5

# ---------- elasticity: traction-free surface with the full stiffness tensor
I3 = np.eye(3)
C = (C12 * np.einsum("ij,kl->ijkl", I3, I3)
     + C44 * (np.einsum("ik,jl->ijkl", I3, I3)
              + np.einsum("il,jk->ijkl", I3, I3)))
for i in range(3):
    C[i, i, i, i] += C11 - C12 - 2 * C44


def coherent_film(p, tilt):
    """Deformation of a coherent film whose surface normal is off [001]."""
    normal = np.array([np.sin(tilt), 0.0, np.cos(tilt)])
    gamma = np.einsum("ijkl,j,l->ik", C, normal, normal)
    load = -p * np.einsum("ijkk,j->i", C, normal)
    b = np.linalg.solve(gamma, load)
    return (1 + p) * I3 + np.outer(b, normal)


ratio = 2 * C12 / C11
n_film = -ratio * p_film
F_film = coherent_film(p_film, 0.0)
assert abs(F_film[2, 2] - 1 - n_film) < 1e-12
kink = row_angle(F_film, [1, 0, 1]) - np.pi / 4
kink_linear = (p_film - n_film) / 2
assert abs(kink - exact_kink(p_film, n_film)) < 1e-12
assert abs(kink - kink_linear) < (abs(p_film) + abs(n_film)) ** 2 / 4
n_from_buffer = (1 + n_film) / (1 + p_film) - 1
kink_buffer_ref = -n_from_buffer / 2
assert abs(kink_buffer_ref - kink) < n_from_buffer**2

# ---------- strain resolution: formula against random sampling
sigma_diff = 2 * np.sqrt(2) * centre_error
sigma_p = sigma_diff / (1 + ratio)
noise = rng.normal(0, centre_error, (2, 40000))
axis_ratio = np.tan(np.pi / 4 + kink + noise[0] - noise[1])
p_inferred = (axis_ratio - 1) / (1 + axis_ratio * ratio)
assert abs(p_inferred.mean() - p_film) < 5e-5
assert abs(p_inferred.std() / sigma_p - 1) < 0.03

# ---------- neglected effects that need no trajectories
shift_miscut = (row_angle(coherent_film(p_film, miscut), [1, 0, 1])
                - np.pi / 4 - kink)
shift_heat = heating * expansion_gap * (1 + ratio) / 2
shift_relax = exact_kink(0.9 * p_film, 0.9 * n_film) - kink

# ---------- ion trajectories along [101] strings (continuum potential)
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9          # eV nm
bohr = const.physical_constants["Bohr radius"][0] * 1e9
d_row = a_lat / np.sqrt(2)
psi_1 = np.sqrt(2 * Z_ion * Z_atom * e2 / (E_ion * d_row))
A_str = Z_ion * Z_atom * e2 / d_row
q_scr = 3 * (0.8853 * bohr / Z_atom ** (1 / 3)) ** 2
s_vib = 2 * u_vib**2                                        # thermal softening
Lx, Ly = a_lat / np.sqrt(2), a_lat
strings = [(0, 0), (0, Ly / 4), (Lx / 2, Ly / 2), (Lx / 2, 3 * Ly / 4)]
path_film = thickness * np.sqrt(2)
path_sub = 30.0
step = 0.25


def offsets(x, y):
    for sx, sy in strings:
        dx, dy = x - sx, y - sy
        yield dx - Lx * np.rint(dx / Lx), dy - Ly * np.rint(dy / Ly)


def field(x, y):
    """Angular kick per length, and encounter rate (random beam = 1)."""
    kx, ky, hits = np.zeros_like(x), np.zeros_like(x), np.zeros_like(x)
    for dx, dy in offsets(x, y):
        r2 = dx * dx + dy * dy
        g = (A_str / E_ion) * q_scr / ((r2 + s_vib) * (r2 + s_vib + q_scr))
        kx += g * dx
        ky += g * dy
        hits += np.exp(-r2 / s_vib)
    return kx, ky, hits * Lx * Ly / (4 * np.pi * s_vib)


def potential(x, y):
    return sum(A_str * np.log(1 + q_scr / (dx * dx + dy * dy + s_vib))
               for dx, dy in offsets(x, y))


def travel(x, y, vx, vy, length):
    """Leapfrog flight; returns the end state and the mean encounter rate."""
    count = int(round(length / step))
    total = np.zeros_like(x)
    for _ in range(count):
        x, y = x + vx * step / 2, y + vy * step / 2
        kx, ky, hits = field(x, y)
        vx, vy = vx + kx * step, vy + ky * step
        x, y = x + vx * step / 2, y + vy * step / 2
        total += hits
    return x, y, vx, vy, total / count


# integrator check: transverse energy E psi^2 + U stays constant
x0, y0 = rng.uniform(0, Lx, 400), rng.uniform(0, Ly, 400)
v0 = rng.uniform(-0.02, 0.02, 400)
x1, y1, vx1, vy1, _ = travel(x0, y0, v0, 0 * v0, path_film)
drift = np.mean(abs(E_ion * (vx1**2 + vy1**2 - v0**2)
                    + potential(x1, y1) - potential(x0, y0)))
assert drift < 0.03 * A_str

scan = np.linspace(-1.75, 2.25, 33)       # degrees from the film row
ions = 800
sub_axis = -kink                          # substrate row seen from film row


def dip(x, level, depth, centre, width):
    return level - depth * np.exp(-((x - centre) ** 2) / (2 * width**2))


def dip_centre(rate):
    curve = rate.reshape(len(scan), ions).mean(axis=1)
    start = [1.0, 0.7, 0.25, 0.5]
    return curve_fit(dip, scan, curve, p0=start, maxfev=5000)[0][2]


film_c, sub_c, control_c = [], [], []
for run in range(5):
    vx = np.repeat(scan * deg, ions)
    x, y = rng.uniform(0, Lx, vx.size), rng.uniform(0, Ly, vx.size)
    bare = travel(x, y, vx - sub_axis, 0 * vx, path_sub)
    control_c.append(dip_centre(bare[4]))
    x, y, vx, vy, rate = travel(x, y, vx, 0 * vx, path_film)
    film_c.append(dip_centre(rate))
    sub_c.append(dip_centre(travel(x, y, vx - sub_axis, vy, path_sub)[4]))


def mean_error(values):
    return np.mean(values), np.std(values, ddof=1) / np.sqrt(len(values))


film_m, film_e = mean_error(film_c)
sub_m, sub_e = mean_error(sub_c)
control_m, control_e = mean_error(control_c)
# tolerance covers sampling noise and the Gaussian form of the fitted dip
assert abs(film_m) < 0.08
assert abs(control_m - sub_axis / deg) < 0.08

# ---------- output
print(f"in-plane strain p               {100*p_film:.3f} %")
print(f"C11, C12, C44                   {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"2 C12/C11                       {ratio:.4f}")
print(f"normal strain n                 {100*n_film:.4f} %")
print(f"difference p - n                {100*(p_film-n_film):.4f} %")
print(f"a_par / a_perp                  {(1+p_film)/(1+n_film):.6f}")
print(f"kink, linear law                {1e3*kink_linear:.4f} mrad")
print(f"kink, linear law                {kink_linear/deg:.4f} deg")
print(f"kink, exact                     {1e3*kink:.4f} mrad")
print(f"kink, exact                     {kink/deg:.4f} deg")
print(f"exact minus linear              {(kink-kink_linear)/deg:.5f} deg")
print(f"film row angle from normal      {45+kink/deg:.4f} deg")
print(f"normal strain, buffer reference {100*n_from_buffer:.4f} %")
print(f"linear kink, buffer reference   {kink_buffer_ref/deg:.4f} deg")
print(f"row angle of largest kink       {best_polar:.0f} deg")
print(f"error of one dip centre         {centre_error/deg:.3f} deg")
print(f"error of kink                   {np.sqrt(2)*centre_error/deg:.4f} deg")
print(f"error of p - n                  {100*sigma_diff:.4f} %")
print(f"error of p, formula             {100*sigma_p:.4f} %")
print(f"error of p, sampled             {100*p_inferred.std():.4f} %")
print(f"assumed miscut                  {miscut/deg:.2f} deg")
print(f"kink shift from miscut          {shift_miscut/deg:.4f} deg")
print(f"assumed beam heating            {heating:.0f} K")
print(f"assumed expansion difference    {expansion_gap:.1e} 1/K")
print(f"kink shift size from heating    {shift_heat/deg:.4f} deg")
print(f"kink shift, 10 % relaxation     {shift_relax/deg:.4f} deg")
print(f"lattice parameter               {a_lat:.3f} nm")
print(f"atom spacing along row          {d_row:.4f} nm")
print(f"ion energy                      {E_ion/1e6:.1f} MeV")
print(f"thermal displacement, 1D rms    {u_vib:.4f} nm")
print(f"characteristic angle psi_1      {psi_1/deg:.4f} deg")
print(f"|kink| / psi_1                  {abs(kink)/psi_1:.3f}")
print(f"film thickness                  {thickness:.0f} nm")
print(f"path in film at 45 deg          {path_film:.1f} nm")
print(f"path sampled in substrate       {path_sub:.0f} nm")
print(f"mean transverse energy drift    {drift:.3f} eV")
print(f"string energy Z1 Z2 e^2/d       {A_str:.1f} eV")
print("dip centres from film row, with standard error:")
print(f"  film dip                      {film_m:.3f} +- {film_e:.3f} deg")
print(f"  true substrate row            {sub_axis/deg:.3f} deg")
print(f"  substrate dip, no film        {control_m:.3f} +- {control_e:.3f} deg")
print(f"  substrate dip through film    {sub_m:.3f} +- {sub_e:.3f} deg")
print(f"  steering error of that dip    {sub_m-sub_axis/deg:.3f} deg")
print("all assertions hold")
```

Printed output:

```
in-plane strain p               -1.000 %
C11, C12, C44                   129, 48, 67 GPa
2 C12/C11                       0.7442
normal strain n                 0.7442 %
difference p - n                -1.7442 %
a_par / a_perp                  0.982687
kink, linear law                -8.7209 mrad
kink, linear law                -0.4997 deg
kink, exact                     -8.7319 mrad
kink, exact                     -0.5003 deg
exact minus linear              -0.00063 deg
film row angle from normal      44.4997 deg
normal strain, buffer reference 1.7618 %
linear kink, buffer reference   -0.5047 deg
row angle of largest kink       45 deg
error of one dip centre         0.020 deg
error of kink                   0.0283 deg
error of p - n                  0.0987 %
error of p, formula             0.0566 %
error of p, sampled             0.0565 %
assumed miscut                  0.50 deg
kink shift from miscut          -0.0052 deg
assumed beam heating            50 K
assumed expansion difference    1.0e-06 1/K
kink shift size from heating    0.0025 deg
kink shift, 10 % relaxation     0.0501 deg
lattice parameter               0.566 nm
atom spacing along row          0.4002 nm
ion energy                      2.0 MeV
thermal displacement, 1D rms    0.0085 nm
characteristic angle psi_1      0.8694 deg
|kink| / psi_1                  0.575
film thickness                  50 nm
path in film at 45 deg          70.7 nm
path sampled in substrate       30 nm
mean transverse energy drift    0.089 eV
string energy Z1 Z2 e^2/d       230.3 eV
dip centres from film row, with standard error:
  film dip                      -0.003 +- 0.004 deg
  true substrate row            0.500 deg
  substrate dip, no film        0.503 +- 0.007 deg
  substrate dip through film    0.331 +- 0.022 deg
  steering error of that dip    -0.170 deg
all assertions hold
```
